\section*{Natural length of a thin channel with anisotropic permittivity}

\section{A body with no potential drop across it}

Consider a flat semiconductor body of thickness $t=2h$ between two equal gates. An insulator of thickness $d$ and permittivity $\varepsilon_i$ separates each gate from the body. Current flows along $x$, and $z$ is measured across the body from its midplane. The body has permittivity $\varepsilon_x$ along the channel and $\varepsilon_z$ across it. A change of drain voltage adds a potential $\phi$ to whatever was there before. How far does $\phi$ reach into the channel?

Suppose first that $\phi$ depends on $x$ alone inside the body, and that it falls linearly to zero across each insulator. Take the upper half of the body between $x$ and $x+dx$. With no added charge, the net flux of $\mathbf D$ out of this slice is zero. The flux along the channel contributes $h\,[D_x(x+dx)-D_x(x)]=-\varepsilon_x h\phi''dx$, because $D_x=-\varepsilon_x\phi'$. The flux towards the gate contributes $(\varepsilon_i\phi/d)\,dx$. Symmetry forbids flux through the midplane. Hence
\begin{equation}
\varepsilon_x h\,\phi''=\frac{\varepsilon_i}{d}\,\phi .
\label{eq:simple}
\end{equation}
The decaying solution is $e^{-x/L_0}$, with
\begin{equation}
L_0^2=\frac{\varepsilon_x h d}{\varepsilon_i}=\frac{\varepsilon_x t d}{2\varepsilon_i}.
\label{eq:familiar}
\end{equation}
I shall call this the capacitor form of the natural length. The body carries flux along $x$, so $\varepsilon_x$ appears. No potential drop across the body was allowed, so $\varepsilon_z$ had no way to enter.

Two assumptions were made: a uniform potential across the body and a linear one across the insulator. They fail under different conditions, so they must be examined separately.

\section{The matching condition}

In Gaussian units $\nabla\cdot\mathbf D=4\pi\rho$. Take two solutions with the same fixed charge and the same gate voltages, but different drain voltages. Their difference $\phi$ vanishes on the gates and obeys
\begin{align}
\varepsilon_x\phi_{xx}+\varepsilon_z\phi_{zz}&=0, & |z|&<h, \label{eq:body}\\
\phi_{xx}+\phi_{zz}&=0, & h<|z|&<h+d . \label{eq:ins}
\end{align}
Mobile charge is neglected here and restored in the last section. The drain edge is taken to be symmetric about the midplane, so $\phi$ is even in $z$.

Put $\phi=Z(z)e^{-x/L_0}$. Equation \eqref{eq:body} becomes $Z''=-(\varepsilon_x/\varepsilon_z)Z/L_0^2$. Its even solution, normalized to one at the midplane, is
\begin{equation}
Z=\cos\frac{bz}{h},\qquad b=\frac{h}{L_0}\sqrt{\frac{\varepsilon_x}{\varepsilon_z}} .
\label{eq:b}
\end{equation}
In the upper insulator, the solution that vanishes at the gate and is continuous at $z=h$ is
\begin{equation}
Z=\cos b\,\frac{\sin[(h+d-z)/L_0]}{\sin(d/L_0)} .
\label{eq:Zins}
\end{equation}
The normal displacement is also continuous, so $\varepsilon_zZ'(h^-)=\varepsilon_iZ'(h^+)$. Differentiation of \eqref{eq:b} and \eqref{eq:Zins} gives
\begin{equation}
-\varepsilon_z\frac{b}{h}\sin b=-\frac{\varepsilon_i}{L_0}\cos b\,\cot\frac{d}{L_0}.
\end{equation}
Since $\varepsilon_zb/h=\sqrt{\varepsilon_x\varepsilon_z}/L_0$, this is
\begin{equation}
\sqrt{\varepsilon_x\varepsilon_z}\,\tan b\,\tan\frac{d}{L_0}=\varepsilon_i .
\label{eq:exact}
\end{equation}

Equation \eqref{eq:exact} has many roots. The natural length belongs to the slowest decay, which is the smallest $1/L_0$. As $1/L_0$ grows from zero, both tangents are positive and increase until one of their arguments reaches $\pi/2$. Their product rises from zero to infinity, so there is one root in this interval, and it is the smallest. It therefore satisfies
\begin{equation}
L_0>\frac{2d}{\pi},\qquad L_0>\frac{2h}{\pi}\sqrt{\frac{\varepsilon_x}{\varepsilon_z}} .
\label{eq:bounds}
\end{equation}

\section{Why the out-of-plane component drops out}

Equation \eqref{eq:exact} contains $\varepsilon_z$ twice, once in the prefactor and once in $b$. To see the cancellation, integrate the body equation for $Z$ from $0$ to $h$. With $Z'(0)=0$ and $\langle Z\rangle$ the mean over the half body,
\begin{equation}
\frac{\varepsilon_xh}{L_0^2}\langle Z\rangle=-\varepsilon_zZ'(h^-)=-\varepsilon_iZ'(h^+)
=\frac{\varepsilon_i}{L_0}\cot\frac{d}{L_0}\,Z(h).
\label{eq:gauss}
\end{equation}
The flux that leaves the body has been expressed through the insulator, and $\varepsilon_z$ is no longer explicit. It survives in the ratio of the mean potential to the surface potential. From \eqref{eq:b}, $\langle Z\rangle=\sin b/b$ and $Z(h)=\cos b$, so
\begin{equation}
\frac{\langle Z\rangle}{Z(h)}=\frac{\tan b}{b}=1+\frac{b^2}{3}+O(b^4).
\label{eq:ratio}
\end{equation}
When $b\ll1$ the ratio is one at leading order, and \eqref{eq:gauss} becomes
\begin{equation}
\frac{\varepsilon_xh}{L_0}\tan\frac{d}{L_0}=\varepsilon_i .
\label{eq:sheet}
\end{equation}
This is the quasi-two-dimensional result. The body acts as a sheet of strength $\varepsilon_xh$ per half, and $\varepsilon_z$ is absent. Its first effect is to multiply that strength by $1+b^2/3$.

The condition $b\ll1$ means $h\sqrt{\varepsilon_x/\varepsilon_z}\ll L_0$. A geometrically thin body can violate it if $\varepsilon_z$ is small enough. A small ratio $\varepsilon_z/\varepsilon_x$ does not suffice, because a larger $\varepsilon_x$ also lengthens $L_0$: where \eqref{eq:familiar} holds, $b^2\simeq\varepsilon_ih/(\varepsilon_zd)$, which does not contain $\varepsilon_x$. By the first bound in \eqref{eq:bounds}, $b\ll1$ is assured if $h\sqrt{\varepsilon_x/\varepsilon_z}\ll2d/\pi$.

The opposite limit shows the result failing. Let $d\to0$ at fixed $h$. By the second bound in \eqref{eq:bounds} $L_0$ stays above a fixed positive length, so $d/L_0\to0$ and $\tan(d/L_0)\to0$, and \eqref{eq:exact} requires $\tan b\to\infty$. Thus $b\to\pi/2$ and
\begin{equation}
L_0\to\frac{2h}{\pi}\sqrt{\frac{\varepsilon_x}{\varepsilon_z}}=\frac t\pi\sqrt{\frac{\varepsilon_x}{\varepsilon_z}} .
\end{equation}
The gates now clamp the body surfaces, the potential drop lies inside the body, and both components matter at leading order.

\section{When the capacitor form holds}

Equation \eqref{eq:sheet} still allows a curved potential in the insulator. If $d/L_0$ is small as well, use $\tan y=y(1+y^2/3+\cdots)$ for both tangents in \eqref{eq:exact}. Since $\sqrt{\varepsilon_x\varepsilon_z}\,b=\varepsilon_xh/L_0$,
\begin{equation}
\frac{\varepsilon_xhd}{L_0^2}\left(1+\frac{b^2}{3}+\frac{d^2}{3L_0^2}+\cdots\right)=\varepsilon_i .
\end{equation}
Multiply by $L_0^2/\varepsilon_i$. In the small terms $L_0^2$ may be replaced by its leading value $\varepsilon_xhd/\varepsilon_i$, which cancels the prefactor:
\begin{equation}
L_0^2=\frac{\varepsilon_xhd}{\varepsilon_i}+\frac{d^2}{3}+\frac{\varepsilon_x}{\varepsilon_z}\frac{h^2}{3}+\cdots .
\label{eq:second}
\end{equation}
The first and last terms combine into $\varepsilon_xh\,[d/\varepsilon_i+h/(3\varepsilon_z)]$. To this order $\varepsilon_z$ acts as a small dielectric layer in series with the insulator.

Relative to the first term of \eqref{eq:second}, the second is $\varepsilon_id/(3\varepsilon_xh)$ and the third is $\varepsilon_ih/(3\varepsilon_zd)$. Both are small if
\begin{equation}
\frac{\varepsilon_ih}{\varepsilon_z}\ll d\ll\frac{\varepsilon_xh}{\varepsilon_i}.
\label{eq:window}
\end{equation}
Such a window exists only if $\varepsilon_x\varepsilon_z\gg\varepsilon_i^2$. Thinness of the body does not secure it: making $h$ small at fixed $d$ violates the right-hand inequality.

That limit deserves its own expansion. Let $g=\varepsilon_xh/\varepsilon_i$ and $d/L_0=\pi/2-\delta$. Then $\tan(d/L_0)=1/\tan\delta$, and \eqref{eq:gauss} with \eqref{eq:ratio} gives
\begin{equation}
\tan\delta=\frac{g}{L_0}\left(1+\frac{b^2}{3}+\cdots\right).
\end{equation}
Inversion with $\delta=\tan\delta-\tfrac13\tan^3\delta+\cdots$ yields
\begin{equation}
L_0\delta=g+\frac{g}{3L_0^2}\left(\frac{\varepsilon_xh^2}{\varepsilon_z}-g^2\right)+\cdots .
\end{equation}
The definition of $\delta$ also says $\pi L_0/2=d+L_0\delta$. Therefore
\begin{equation}
L_0=\frac2\pi\left[d+\frac{\varepsilon_xh}{\varepsilon_i}
+\frac{g}{3L_0^2}\left(\frac{\varepsilon_xh^2}{\varepsilon_z}-g^2\right)+\cdots\right].
\label{eq:thin}
\end{equation}
As $h\to0$ the leading value is $2d/\pi$, set by the insulator alone. The in-plane component enters at order $h$, and the out-of-plane component waits until order $h^3$. The statement that the natural length contains $\varepsilon_x$ at leading order thus applies to the sheet equation \eqref{eq:sheet}, in which $\varepsilon_xh/(\varepsilon_id)$ is held finite.

These orders were tested on a discretized form of the vertical problem. For structure C below, the body permittivities were multiplied by 10 and then by 20 at fixed geometry. The relative error in $L_0^2$ fell with order 1.00 for \eqref{eq:familiar} and 1.98 for \eqref{eq:second}, against expected orders of one and two. Halving $h$ from 0.04 to 0.02 nm, with $d=1$ nm and $\varepsilon_i=4$, gave order 2.77 for the error of \eqref{eq:sheet} and 2.79 for that of $(2/\pi)(d+g)$. The shortfall from three follows from the factor $1/L_0^2$ in \eqref{eq:thin}: over this step $L_0$ itself changes, which lowers the apparent order by about 0.2.

\section{Sensitivity and field energy}

The relative importance of the two components can be found without assuming that $b$ is small. Write $a=d/L_0$ and take the logarithmic differential of \eqref{eq:exact} at fixed $h$, $d$ and $\varepsilon_i$. Because $d\ln\tan y=(2y/\sin2y)\,d\ln y$, define $P=2b/\sin2b$ and $Q=2a/\sin2a$. Then
\begin{align}
0={}&\tfrac12(d\ln\varepsilon_x+d\ln\varepsilon_z)-Q\,d\ln L_0\nonumber\\
&+P\left[\tfrac12(d\ln\varepsilon_x-d\ln\varepsilon_z)-d\ln L_0\right].
\end{align}
Collecting terms gives the two sensitivities,
\begin{equation}
S_x=\frac{\partial\ln L_0}{\partial\ln\varepsilon_x}=\frac{P+1}{2(P+Q)},\qquad
S_z=\frac{\partial\ln L_0}{\partial\ln\varepsilon_z}=-\frac{P-1}{2(P+Q)} .
\label{eq:sens}
\end{equation}
Their ratio does not involve the insulator explicitly:
\begin{equation}
-\frac{S_z}{S_x}=\frac{2b-\sin2b}{2b+\sin2b}=\frac{b^2}{3}+O(b^4).
\label{eq:sensratio}
\end{equation}
The signs differ. A larger $\varepsilon_x$ carries the drain's influence farther, while a larger $\varepsilon_z$ couples the interior better to the gates.

The same ratio measures the field energy in the body. The transverse part is proportional to $\varepsilon_z\int_0^hZ'^2dz$ and the longitudinal part to $(\varepsilon_x/L_0^2)\int_0^hZ^2dz$. By \eqref{eq:b} the prefactors $\varepsilon_zb^2/h^2$ and $\varepsilon_x/L_0^2$ are equal. What remains is $\int_0^h\sin^2(bz/h)\,dz$ divided by $\int_0^h\cos^2(bz/h)\,dz$, which is \eqref{eq:sensratio}. When $b$ is small, little of the body's field energy is transverse, and the out-of-plane component matters correspondingly little. As $b\to\pi/2$ the two energies become equal, and so do the magnitudes of the two sensitivities.

\section{Three structures}

Take $\varepsilon_x=15$ and $\varepsilon_z=6$, rough values for molybdenum disulfide. Structure A is a monolayer with $t=0.65$ nm, $d=1$ nm and a silica-like $\varepsilon_i=4$. Structure B is the same monolayer with $d=3$ nm and a hafnia-like $\varepsilon_i=20$. Structure C has five layers, $t=3.25$ nm, with $d=2$ nm and $\varepsilon_i=4$.

For A, equation \eqref{eq:familiar} gives
\begin{equation}
L_0=\sqrt{\frac{15\times0.65\times1}{2\times4}}\ \text{nm}=1.10\ \text{nm}.
\end{equation}
The root of \eqref{eq:exact} is 1.28 nm, with $b=0.402$ and $d/L_0=0.782$. Substitution confirms it: $\sqrt{90}\,\tan(0.402)\tan(0.782)\simeq4.0$. The lengths compare as follows, in nm.

\begin{center}
\begin{tabular}{lccc}
 & A & B & C\\
\hline
Matching condition \eqref{eq:exact} & 1.28 & 2.07 & 3.95\\
Sheet \eqref{eq:sheet} & 1.25 & 2.06 & 3.68\\
Capacitor form \eqref{eq:familiar} & 1.10 & 0.86 & 3.49\\
\end{tabular}
\end{center}

Relative to \eqref{eq:exact}, the sheet equation is low by 2.1\% in A, 0.2\% in B and 7\% in C. The value for A can be predicted: the omitted factor $1+b^2/3$ raises the sheet strength by 5.4\%, and multiplication by $S_x=0.395$ gives 2.1\%. Structure C is the least sheet-like, with $b^2/3=0.14$. Putting $\varepsilon_z$ in place of $\varepsilon_x$ in \eqref{eq:familiar} would give 0.70 nm for A, little more than half the correct length.

Structure B separates the two approximations. Its sheet equation is excellent, yet the capacitor form is too short by a factor of 2.4. Condition \eqref{eq:window} would require $1.08\ll d/\text{nm}\ll0.24$, which is impossible. With $d/L_0=1.45$, close to $\pi/2$, the length is near the insulator limit $2d/\pi=1.91$ nm, and the linear form $(2/\pi)(d+g)$ gives 2.07 nm. Both sensitivities are then small: $S_x=0.077$ and $S_z=-0.0016$.

The comparison of A with B has a consequence for design. The ratio $d/\varepsilon_i$ is 0.25 nm in A and 0.15 nm in B, so B has the larger gate capacitance per area. Its natural length is nevertheless longer, because field lines from the drain spread through the physically thicker insulator. How much potential reaches a given point also depends on how strongly the drain excites this mode, as shown next.

To turn $L_0$ into a voltage, let the channel have length $L$, with $\phi=0$ at the source and $\phi=Vp(z)$ at the drain. The profile $p$ is one in the body and falls linearly to zero in each insulator. Let $w=\varepsilon_x$ in the body and $w=\varepsilon_i$ in the insulator, and let $\epsilon(z)$ be $\varepsilon_z$ or $\varepsilon_i$ respectively. Each mode obeys $(\epsilon Z_n')'=-wZ_n/L_n^2$. Multiply by $Z_m$, subtract the same expression with $m$ and $n$ exchanged, and integrate over the half structure. The boundary terms vanish, so modes with different lengths are orthogonal with weight $w$. The slowest mode has amplitude
\begin{equation}
A=\frac{\int_0^{h+d}w\,p\,Z\,dz}{\int_0^{h+d}w\,Z^2dz},
\end{equation}
and varies along the channel as $\sinh(x/L_0)/\sinh(L/L_0)$. At $x=L/2$, on the midplane, the identity $\sinh2y=2\sinh y\cosh y$ gives
\begin{equation}
\phi_{\rm mid}\simeq\frac{AV}{2\cosh(L/2L_0)} .
\label{eq:mid}
\end{equation}
For $L=10$ nm, $V=0.5$ V and structure A, $A=1.03$ and $L/L_0=7.82$, so $\phi_{\rm mid}=10.3$ mV. Structures B and C give 39.3 and 141 mV. A two-dimensional solution of \eqref{eq:body} and \eqref{eq:ins} with the same edges gives 10.3, 39.4 and 141 mV, so the faster modes contribute little at mid-channel. The voltages do depend on the assumed drain edge, most of all in B. There the result would be about 7 mV if $p$ were zero throughout the insulator, and 57 mV if it were one up to the gate. The same two edges give 8.1 and 11.5 mV in A. With the first of them B lies below A at this channel length in spite of its longer $L_0$, so the ranking of the two structures by mid-channel potential depends on the drain geometry. If the capacitor length were used for B with the same $A$, equation \eqref{eq:mid} would predict about 1.3 mV, some thirty times too little.

\section{What a real device changes}

The permittivities and layer thickness above are rough but typical; two gates with a 1 nm silica-like insulator are an aggressive choice. A real transistor often has one gate. If no flux left the ungated face, that face would play the part of the midplane and $h$ would be replaced by $t$, which lengthens \eqref{eq:familiar} by $\sqrt2$. Flux through the substrate can overturn this estimate. With a thick oxide between the body and a grounded back plane, the slowest mode lies mainly in that oxide, and its length approaches the oxide thickness divided by $\pi$. That mode is weak in the body, however, so its length alone does not fix the potential there: the faster modes and the shape of the drain in the oxide matter too.

Real channels also contain mobile charge. For a nondegenerate sheet density $n$ with a fixed quasi-Fermi level, the linear response is $\delta\rho=-e^2n\phi/(tk_BT)$. The body equation becomes
\begin{equation}
\varepsilon_x\phi_{xx}+\varepsilon_z\phi_{zz}=\varepsilon_xs\,\phi,\qquad s=\frac{4\pi e^2n}{\varepsilon_xtk_BT},
\end{equation}
so $1/L_0^2$ is replaced by $1/L_0^2-s$ in the body, but not in the insulator. At 300 K and $n=10^{11}$ cm$^{-2}$, the length in A falls from 1.28 to 1.22 nm. This linear estimate requires $e\phi\ll k_BT$, so it applies only away from the drain: for the 0.5 V step used above, $e\phi$ exceeds $k_BT$ within about 4 nm of the drain in A. The density is about 1\% of the thermal density of states for mass $0.5m$ and two valleys, which supports the nondegenerate response. The response is also taken to be local and classical, although the thermal wavelength for this mass, about 6 nm, exceeds $L_0$. The shift to 1.22 nm therefore indicates only the size of the effect.

A monolayer has no sharp dielectric boundary. Widening the assigned body by 20\%, while keeping the gate spacing and the sheet polarizabilities in vacuum fixed, changes $L_0$ in A to 1.27 nm. This small shift understates the sensitivity. The widened body stands for the original one with 0.065 nm of vacuum on each side and 0.935 nm of insulator, and that stack, solved layer by layer, gives 1.34 nm. The placing of the boundary thus moves $L_0$ by about 5\%, and the adequacy of a local permittivity at atomic thickness remains an assumption.

Tunnelling sets separate limits. For a rectangular source barrier $U=0.3$ eV and mass $m^*=0.5m$, the exponent $2L\sqrt{2m^*U}/\hbar$ is 39.7 at 10 nm, against $U/k_BT=11.6$ for thermal emission. The exponents become equal near 2.9 nm, with prefactors ignored. A barrier that short, little more than twice $L_0$ in A, would not stay rectangular, so this figure is not a limit for real channels. Through the insulator of A, a 3 eV barrier and mass $0.4m$ give an exponent of 11.2, and 0.5 V across it means 5 MV/cm. For B, with 1.5 eV and $0.2m$, the figures are 16.8 and 1.7 MV/cm. With these assumed masses and flat barriers the thicker insulator suppresses gate leakage, at the price of the longer natural length. The margin is sensitive to the inputs: tilting the barriers by 0.5 V lowers the exponents to 10.7 and 15.3, and a mass of $0.11m$ in B lowers its flat-barrier exponent to 12.5. The numerical output lists the remaining values, with $\varepsilon_x$, $\varepsilon_z$ and $\varepsilon_i$ written as ex, ez and i.

\section*{Numbers as computed}
\begin{verbatim}
body ex, ez = 15, 6 (relative)
channel = 10 nm; drain = 0.5 V
A: t=0.65 nm, d=1.0 nm, i=4
A window: 0.217 << d << 1.219 nm
A L0 exact=1.2793, sheet=1.2519 nm
A L0 familiar=1.1040, 2nd order=1.2807 nm
A familiar form with ez for ex = 0.6982 nm
A b=0.4017, b^2/3=0.0538, d/L0=0.7817
A dlnL0/dln: ex=0.3949, ez=-0.02169
A transverse/longitudinal energy = 0.0549
A mode amplitude A=1.0297, L/L0=7.82
A mid-channel: mode=10.33, 2D=10.34 mV
B: t=0.65 nm, d=3.0 nm, i=20
B window: 1.083 << d << 0.244 nm
B L0 exact=2.0676, sheet=2.0643 nm
B L0 familiar=0.8551, 2nd order=1.9543 nm
B familiar form with ez for ex = 0.5408 nm
B b=0.2485, b^2/3=0.0206, d/L0=1.4510
B dlnL0/dln: ex=0.0770, ez=-0.00160
B transverse/longitudinal energy = 0.0208
B mode amplitude A=0.8902, L/L0=4.84
B mid-channel: mode=39.33, 2D=39.39 mV
C: t=3.25 nm, d=2.0 nm, i=4
C window: 1.083 << d << 6.094 nm
C L0 exact=3.9513, sheet=3.6807 nm
C L0 familiar=3.4911, 2nd order=3.9650 nm
C familiar form with ez for ex = 2.2079 nm
C b=0.6503, b^2/3=0.1409, d/L0=0.5062
C dlnL0/dln: ex=0.4619, ez=-0.06872
C transverse/longitudinal energy = 0.1488
C mode amplitude A=1.0821, L/L0=2.53
C mid-channel: mode=141.38, 2D=141.22 mV
error orders, familiar and corrected: 1.00, 1.98
thin-body error orders, sheet and linear: 2.77, 2.79
A limit 2d/pi=0.6366, linear=1.4125 nm
B limit 2d/pi=1.9099, linear=2.0650 nm
T=300 K, kT=0.02585 eV, n=1e+11 cm^-2
A with mobile-charge screening: L0=1.2238 nm
mass=0.5 m, valleys=2; n/(DOS kT)=0.0093
A body 20% wider: t=0.78, d=0.935 nm
  ex=12.67, ez=3.27, L0=1.2731 nm
source barrier=0.3 eV, barrier/kT=11.60
source-drain tunnelling exponent=39.68
equal-exponent channel length=2.92 nm
A gate barrier=3.0 eV, mass=0.4 m
A gate exponent=11.22, field at 0.5 V=5.00 MV/cm
B gate barrier=1.5 eV, mass=0.2 m
B gate exponent=16.84, field at 0.5 V=1.67 MV/cm
\end{verbatim}
